# The nucleation barrier of a fixed-shape coherent strained island

**Q:** You write the energy of a strained island as \(E(V)=aV^{2/3}-bV\). A strained crystal stores positive energy. How can strain contribute a negative term?

**A:** Because \(E\) is an energy difference. The island, of volume \(V\), grows on a flat film of the same material, and both are coherent with the substrate: the lattice planes continue across the interface. Take the material from the film and pile it up. Before any further displacement it has the same misfit energy per volume in both places, so that part cancels. Two changes remain. The island has additional or different surface, which costs energy if \(a>0\). Its free sides also let it relax, which releases energy.

I assume linear isotropic elasticity, with equal elastic constants in film and substrate. The film is a reservoir, so taking material from it changes nothing else. Edge energies, surface stress, dislocations and intermixing are left out. The algebra is classical and holds unchanged in atomic units; numbers are in eV and Å.

**Q:** The surface term I accept: at fixed shape, areas grow as \(V^{2/3}\). But the island also deforms the substrate, to a depth that depends on its size. Why should the release be proportional to \(V\)?

**A:** Let \(h(x,y)\) be the island's height profile. The undisplaced film and island carry a uniform in-plane stress \(\sigma\), equal in both directions, with no stress on horizontal planes. For a further displacement \(\mathbf u\), the elastic energy changes by a linear and a quadratic part:
\[
W[\mathbf u]=\int_{\rm film+island}\sigma\,(\partial_xu_x+\partial_yu_y)\,d^3r+\tfrac12 Q(\mathbf u,\mathbf u),
\]
where \(\tfrac12Q\) is the ordinary elastic energy of \(\mathbf u\). The divergence theorem turns the first integral into a surface integral. The flat interface contributes nothing, since its normal is vertical. On the top surface the outward normal times the area element is \((-\nabla h,1)\,d^2x\). Hence
\[
W=-\int\mathbf f\cdot\mathbf u\,d^2x+\tfrac12Q(\mathbf u,\mathbf u),\qquad \mathbf f=\sigma\nabla h .
\]
Only sloping surface is loaded, and the film thickness has dropped out.

Now enlarge the island by a factor \(k\) and try \(\mathbf u_k(\mathbf r)=k\,\mathbf u(\mathbf r/k)\). Strains and slopes keep their values at corresponding points. The quadratic part grows with the volume, as \(k^3\). The load part gains \(k^2\) from the area and \(k\) from the displacement, again \(k^3\). The substrate is a half-space and maps onto itself. The minimum of \(W\) therefore scales as \(k^3\), that is, as \(V\). This holds for any slope within linear elasticity.

**Q:** Then what barrier follows?

**A:** Take \(a>0\) and \(b>0\). The derivatives are
\[
E'(V)=\tfrac23aV^{-1/3}-b,\qquad E''(V)=-\tfrac29aV^{-4/3}<0 .
\]
The second derivative is negative for every \(V>0\), so the one stationary point is the maximum. Setting \(E'=0\) gives
\[
V_*^{1/3}=\frac{2a}{3b},\qquad V_*=\frac{8a^3}{27b^3}.
\]
Substitution gives
\[
E_*=a\,\frac{4a^2}{9b^2}-b\,\frac{8a^3}{27b^3}
=\frac{12a^3-8a^3}{27b^2}=\boxed{\frac{4a^3}{27b^2}} .
\]
The first term at the top is \(4a^3/(9b^2)\), so the barrier is one third of the critical island's surface cost; elastic release has paid for the rest.

Below \(V_*\) an island lowers its energy by shrinking, above it by growing. The energy returns to zero at \(V=(a/b)^3=27V_*/8\), so an island just past the top still costs more than flat film. If \(b\le0\) with \(a>0\), the energy never turns down. If \(a\le0\) with \(b>0\), it falls from the start and there is no barrier.

**Q:** So far \(a\) and \(b\) are letters. Give me a shape.

**A:** Take a cone of base radius \(R\) and slope \(s\), so \(h=s(R-r)\) for \(r<R\) and \(V=\pi sR^3/3\). It stands in for a many-sided faceted pyramid. Its side has area \(\pi R^2\sqrt{1+s^2}\) and surface energy \(\gamma_f\); it covers an area \(\pi R^2\) of film with surface energy \(\gamma_w\). The cost per base area is
\[
g=\gamma_f\sqrt{1+s^2}-\gamma_w .
\]
With \(R^2=(3V/\pi s)^{2/3}\), the total cost \(\pi R^2g\) gives
\[
a=\pi\left(\frac{3}{\pi s}\right)^{2/3}g .
\]

For \(b\) we need \(\sigma\). In a flat film with in-plane strain of magnitude \(\varepsilon\), shear modulus \(\mu\) and Poisson ratio \(\nu\), zero vertical stress requires \((1-\nu)e_{zz}+2\nu\varepsilon=0\). Since \(\sigma_{xx}-\sigma_{zz}=2\mu(\varepsilon-e_{zz})\),
\[
\sigma=2\mu\varepsilon\left(1+\frac{2\nu}{1-\nu}\right)=\frac{2\mu(1+\nu)}{1-\nu}\,\varepsilon .
\]
Its sign will not matter, because the release contains \(\sigma^2\).

**Q:** You still need the displacement that the load produces.

**A:** At the minimum of \(W\), stationarity gives \(Q(\mathbf u,\mathbf u)=\int\mathbf f\cdot\mathbf u\,d^2x\), so the released energy is \(\tfrac12\int\mathbf f\cdot\mathbf u\,d^2x\). From here on I assume a small slope and apply the load to a flat half-space \(z\le0\).

Consider one wave of load, \(f\cos qx\) along \(x\), and try
\[
u_x=(A+Bqz)e^{qz}\cos qx,\qquad u_z=(C+Dqz)e^{qz}\sin qx .
\]
Equilibrium requires \((1-2\nu)\nabla^2\mathbf u+\nabla(\nabla\cdot\mathbf u)=0\). The ingredients are
\[
\nabla^2u_x=2q^2Be^{qz}\cos qx,
\]
\[
\nabla\cdot\mathbf u=q\,[\,C-A+D+(D-B)qz\,]\,e^{qz}\sin qx .
\]
In the \(x\) equation, the term proportional to \(z\) gives \(D=B\). The rest gives \(2(1-2\nu)B+C-A+B=0\), or \(C=A-(3-4\nu)B\). The \(z\) equation then repeats this condition.

At the surface the normal stress vanishes:
\[
(1-\nu)(C+B)-\nu A=0 .
\]
Inserting \(C+B=A-2(1-2\nu)B\) gives \((1-2\nu)A=2(1-\nu)(1-2\nu)B\). Thus \(A=2(1-\nu)B\) and \(C=-(1-2\nu)B\). The shear stress equals the load:
\[
f=\mu q(A+B+C)=2\mu qB .
\]
The surface displacement amplitude along the load is therefore
\[
A=\frac{1-\nu}{\mu q}\,f .
\]
Longer waves reach deeper and meet a softer response.

**Q:** That is for a load along its own wave vector. Is the cone's load of that kind?

**A:** Yes, because it is a gradient: the Fourier component of \(\sigma\nabla h\) is \(i\sigma\mathbf q h_{\mathbf q}\), parallel to \(\mathbf q\). Summing over components,
\[
bV=\frac{(1-\nu)\sigma^2}{2\mu}\,I,\qquad I=\int\frac{d^2q}{(2\pi)^2}\,\frac{|\mathbf q h_{\mathbf q}|^2}{q}.
\]
In the plane, \(1/q\) is the transform of \(1/(2\pi\rho)\), since \(\int_0^\infty J_0(q\rho)\,d\rho=1/q\). So
\[
I=\frac1{2\pi}\iint\frac{\nabla h\cdot\nabla'h'}{|\mathbf r-\mathbf r'|}\,d^2r\,d^2r' .
\]
For the cone, \(\nabla h\cdot\nabla'h'=s^2\cos\phi\), where \(\phi\) is the angle between \(\mathbf r\) and \(\mathbf r'\). One angular integral gives \(2\pi\), and the other is twice its half range:
\[
I=2s^2\int_0^R\!r\,dr\int_0^R\!r'dr'\int_0^\pi\frac{\cos\phi\,d\phi}{\sqrt{r^2+r'^2-2rr'\cos\phi}} .
\]
Count the region \(r'<r\) twice and put \(r'=tr\). The radial integral is \(\int_0^Rr^2dr=R^3/3\), so
\[
I=\frac{4s^2R^3}{3}\int_0^\pi\cos\phi\,P(\phi)\,d\phi,\qquad P=\int_0^1\frac{t\,dt}{\sqrt{1+t^2-2t\cos\phi}} .
\]

**Q:** And that last integral?

**A:** Write \(t=(t-\cos\phi)+\cos\phi\) in the numerator. The first piece integrates to the square root, the second to a logarithm. With \(\theta=\phi/2\) and \(1-\cos\phi=2\sin^2\theta\),
\[
P=2\sin\theta-1+\cos\phi\,\ln\frac{1+\sin\theta}{\sin\theta}.
\]
Multiply by \(\cos\phi\) and integrate. The first term gives
\[
4\int_0^{\pi/2}(1-2\sin^2\theta)\sin\theta\,d\theta=4\left(1-\tfrac43\right)=-\tfrac43 ,
\]
and the second gives zero. In the third, \(\cos^2\phi=\tfrac12(1+\cos4\theta)\) and \(d\phi=2d\theta\), which leaves \(L_0+L_4\) with
\[
L_n=\int_0^{\pi/2}\cos n\theta\,\ln\frac{1+\sin\theta}{\sin\theta}\,d\theta .
\]

For \(L_0\), replace \(\theta\) by \(\pi/2-\theta\) and use \(1+\cos\theta=2\cos^2(\theta/2)\) with the series \(\ln(2\cos x)=\sum_{k\ge1}(-1)^{k+1}\cos(2kx)/k\). Then
\[
\int_0^{\pi/2}\!\ln(1+\cos\theta)\,d\theta=2\sum_{k\ge1}\frac{(-1)^{k+1}}{k^2}\sin\frac{k\pi}2-\frac\pi2\ln2 .
\]
The sum is \(1-\frac19+\frac1{25}-\dots=G\), Catalan's constant, about 0.91597. The same series gives \(\int_0^{\pi/2}\ln\cos\theta\,d\theta=-\frac\pi2\ln2\). Subtracting, \(L_0=2G\).

For \(L_4\), integrate by parts; the boundary terms vanish:
\[
L_4=\frac14\int_0^{\pi/2}\frac{\sin4\theta\,\cos\theta}{\sin\theta(1+\sin\theta)}\,d\theta .
\]
Insert \(\sin4\theta=4\sin\theta\cos\theta(1-2\sin^2\theta)\) and \(\cos^2\theta=(1-\sin\theta)(1+\sin\theta)\):
\[
L_4=\int_0^{\pi/2}(1-\sin\theta)(1-2\sin^2\theta)\,d\theta=\frac\pi2-1-\frac\pi2+\frac43=\frac13 .
\]
The full angular integral is \(-\frac43+2G+\frac13=2G-1\). Hence \(I=\frac83(G-\frac12)s^2R^3\), and with \(R^3=3V/(\pi s)\),
\[
b=\frac4\pi\left(G-\tfrac12\right)\frac{(1-\nu)\sigma^2s}{\mu}.
\]

**Q:** You put the load on a flat plane although the island is not flat. What does that cost?

**A:** An axisymmetric finite-element calculation with the true sloping surface answers this for \(\nu=0.25\). Its release, divided by the formula's and extrapolated linearly from slopes 0.02 and 0.04 to zero, is 0.9994; the test allowed a deviation of 2%. At slope 0.2 the ratio is 0.914, so the formula overstates the release there. Both ratios carry a discretization error of about 0.001: higher-order elements give 1.000 and 0.915. Enlarging the radius by half at that slope changed the release per volume by about 0.01%, against an allowed 1%, which supports the volume law beyond the small-slope limit.

There is also a ceiling. The film thickness has dropped out of the release, so imagine it shrunk to zero. Then only the island stores misfit energy, \(\sigma\varepsilon\) per volume. The total elastic energy cannot become negative, so the release cannot exceed that amount. The formula gives the fraction \(b/(\sigma\varepsilon)=\frac8\pi(G-\frac12)(1+\nu)s\), which would pass one at a large enough slope, so the formula must fail before then.

**Q:** Put in numbers.

**A:** I take \(\mu=0.35\) eV/Å³, \(\nu=0.25\), \(\varepsilon=0.04\), \(s=0.2\) and \(\gamma_f=\gamma_w=0.065\) eV/Å². Then
\[
\sigma=\frac{2(0.35)(1.25)}{0.75}(0.04)=0.0467\ \text{eV/Å}^3,
\]
\[
g=0.065\,(\sqrt{1.04}-1)=0.00129\ \text{eV/Å}^2 .
\]
The coefficients are \(a=0.01147\) eV/Å² and \(b=4.943\times10^{-4}\) eV/Å³, so
\[
E_*=\frac{4(0.01147)^3}{27(4.943\times10^{-4})^2}\approx0.91\ \text{eV}\quad(0.034\ \text{hartree}).
\]
The critical volume is about 3700 Å³ (3.7 nm³), the base radius 26 Å (2.6 nm) and the height 5.2 Å. The formula releases 26% of the stored misfit energy.

As a test, the cone's energy was also built from its surface area and a direct wave-vector integral of the release, then maximized over \(R\). That gave 0.9142 eV against 0.9141 eV from the formula, within the allowed 0.1%. It shares the small-slope approximation. With the finite-element release at slope 0.2, the barrier rises to 1.09 eV, and the critical volume, which varies as \(b^{-3}\), grows by about 30%.

**Q:** A stressed flat surface is said to be unstable against gentle waves. How can there be a barrier at all?

**A:** The barrier belongs to the fixed shape. Written in terms of the radius, the cone's energy is \(E=\pi gR^2-\pi bsR^3/3\). Setting \(dE/dR=0\) gives
\[
R_*=\frac{2g}{bs},\qquad E_*=\frac{\pi gR_*^2}{3}=\frac{4\pi g^3}{3b^2s^2}.
\]
Suppose every orientation has the same surface energy \(\gamma\). For small \(s\), \(g\simeq\gamma s^2/2\), while \(b=\beta s\) with \(\beta\) independent of slope. Then
\[
R_*\to\frac\gamma\beta,\qquad E_*\to\frac{\pi\gamma^3s^2}{6\beta^2}.
\]
The barrier vanishes but the critical radius does not. With the other parameters held fixed, slopes 0.2, 0.1 and 0.05 give barriers of 0.914, 0.234 and 0.059 eV, at radii of 26.0, 26.2 and 26.3 Å.

For a wide enough base there is even a path with no barrier. At fixed \(R\) the small-slope energy is
\[
E\simeq s^2\left(\frac{\pi\gamma R^2}2-\frac{\pi\beta R^3}3\right),
\]
which falls from zero as soon as the slope grows, if \(R>3\gamma/(2\beta)\). That is only the start of the path. The release per volume grows less than in proportion to the slope, so just above this limit the energy dips and then rises again. With the finite-element release, it is back at zero at slope 0.2 when the radius is about 8% above the limit. For the energy to fall all the way to that slope, the base must be wider still.

A wave \(h=H\cos qx\) shows the same competition. Per area, its added surface costs \(\gamma\langle h'^2\rangle/2=\gamma q^2H^2/4\). Its release is
\[
\frac12\,\frac{1-\nu}{\mu q}\,\sigma^2\langle h'^2\rangle=\frac{(1-\nu)\sigma^2qH^2}{4\mu}.
\]
The wave lowers the energy when \(q<(1-\nu)\sigma^2/(\mu\gamma)\), so long waves grow without nucleation, provided the film is thick enough to supply the troughs.

A fixed-shape barrier therefore needs a reason for the slope to stay fixed, such as a facet whose neighbouring orientations cost more. Even then, allowing more shapes between the same end states can lower the best path but cannot raise it. The fixed-shape value is an upper bound on the barrier within the same energy model.

**Q:** Your parameters look like germanium on silicon. May I use 0.91 eV there?

**A:** Not as a prediction. The misfit and the shallow slope are typical of that system; the moduli and surface energy are rough round values. The film stress is too high for germanium on a (001) surface: cubic constants of about \(C_{11}=129\) and \(C_{12}=48\) GPa give \((C_{11}+C_{12}-2C_{12}^2/C_{11})\,\varepsilon\approx0.035\) eV/Å³, a quarter below the value used. Since \(b\propto\sigma^2\) and \(E_*\propto b^{-2}\), this alone, at an unchanged response to load, would roughly triple the barrier. Setting the film and facet energies equal is a convenience, and it matters a great deal. The cost \(g\) is a small difference between large terms, and it enters cubed. Raising \(\gamma_f\) alone by 1% gives 3.2 eV; lowering it by 1% gives 0.10 eV. Real islands also have edges. A line energy of 0.01 eV/Å around the base, a rough step-energy scale, raises the barrier to 2.8 eV, and to first order 0.00056 eV/Å already shifts it by 10%. Intermixing weakens the misfit: a misfit lower by a quarter in film and island alike, all else fixed, gives 2.9 eV, because \(b\propto\varepsilon^2\) and so \(E_*\propto\varepsilon^{-4}\). If only the island mixes, its stored misfit energy also falls below the film's, and the barrier can drop instead. Most of the changes computed here rival or exceed the barrier itself. Shape matters too: shallow germanium islands are often four-sided, with a square or elongated base. In the same small-slope approximation a square pyramid of equal slope has a barrier about 45% above the cone's, and an elongated base raises it further. Surface stress, even if equal on facet and film, would also shift the value, because it exerts forces where the surface bends.

**Q:** And growth conditions?

**A:** During deposition the supply may lie above equilibrium with the film. An excess of 0.005 eV per atom adds to the elastic gain, which for an atomic volume of 22 Å³ is only 0.011 eV per atom. The barrier drops to 0.43 eV. Without that excess, a shear modulus 20% lower in film and substrate alike, at fixed misfit, raises the barrier from 0.91 to 1.4 eV. The full effects of elastic anisotropy and of unequal constants were not calculated.

At 850 K the thermal energy is 0.073 eV, so the 0.91 eV barrier is 12.5 times larger. That ratio alone does not fix a nucleation rate, which also needs a prefactor.

**Q:** Is such a small island still a coherent continuum?

**A:** Coherence is plausible but not assured. If a Burgers vector of 4 Å lies in the interface, perpendicular to the dislocation line, misfit dislocations that fully relieve the strain would be 100 Å apart, while the critical base is 52 Å across. For the common 60° dislocations only half that length relieves misfit, and the spacing falls to 50 Å, about the width of the base. Comparing lengths does not prove stability. The continuum is on weaker ground: by the small-slope formula the critical island has only about 170 atoms and is 3.7 layers high for a layer height of 1.4 Å, so its real energy would change in steps as layers and edges are completed. The numerical output below lists the main values with their units.

## Computed results

```
Shear modulus: 0.35 eV/A^3
Poisson ratio: 0.25
Misfit strain: 0.04
Island slope: 0.2
Surface energy, film and facet: 0.065 eV/A^2
Film stress magnitude: 0.04667 eV/A^3
Catalan constant: 0.915966
Surface excess per base area: 0.001287 eV/A^2
Coefficient a: 0.01147 eV/A^2
Coefficient b: 0.0004943 eV/A^3
Critical volume: 3699 A^3
Critical volume, converted: 3.699 nm^3
Critical base radius: 26.04 A
Critical base radius, converted: 2.604 nm
Critical height: 5.208 A
Barrier, formula: 0.9141 eV
Barrier, converted: 0.03359 hartree
Barrier, direct maximization: 0.9142 eV
Volume where energy returns to zero: 1.248e+04 A^3
Barrier at slope 0.1, equal surface energy: 0.2336 eV
Critical radius at slope 0.1: 26.23 A
Barrier at slope 0.05, equal surface energy: 0.05874 eV
Critical radius at slope 0.05: 26.28 A
Finite-element/formula release, slope to 0: 0.9994
Finite-element/formula release, slope 0.2: 0.9141
Release per volume, radius 1.5 over 1: 0.9999
Stored misfit energy density: 0.001867 eV/A^3
Fraction released, formula: 0.265
Barrier with finite-slope release: 1.094 eV
Assumed edge energy: 0.01 eV/A
Barrier with edge energy: 2.76 eV
Edge energy for a 10% first-order shift: 0.000559 eV/A
Barrier, facet energy 1% higher: 3.178 eV
Barrier, facet energy 1% lower: 0.1043 eV
Assumed supersaturation: 0.005 eV per atom
Elastic gain b times atomic volume: 0.01087 eV per atom
Barrier with supersaturation: 0.429 eV
Barrier, misfit 25% lower by intermixing: 2.889 eV
Barrier, shear modulus 20% lower: 1.428 eV
Assumed atomic volume: 22 A^3
Atoms in critical island: 168
Assumed layer height: 1.4 A
Critical height in layers: 3.72
Growth temperature: 850 K
Thermal energy: 0.07325 eV
Barrier over thermal energy: 12.5
Assumed Burgers length: 4 A
Misfit dislocation spacing: 100 A
Critical base diameter: 52.08 A
```
